Intrinsic coercive field from a homogeneous quartic switching barrier in hafnia

**Problem**

A ferroelectric hafnia crystal has two equivalent polar states with polarizations −P0 and +P0. Along the path that joins them, with all formula units moving together, the energy is a symmetric quartic function of the polarization P. The data are

w = 80 meV, the barrier per formula unit,
V = 34 Å³, the volume per formula unit,
P0 = 0.5 C/m².

At what electric field does the state with polarization −P0 lose its stability, if the field points in the positive direction and no thermal activation is allowed? This field is the intrinsic coercive field E_c of the path.

Some conventions are needed before the data define a unique answer.

The barrier w is the energy at P = 0 minus the energy at P = ±P0, both at zero macroscopic field. The symbol E means the macroscopic field inside the crystal. In a capacitor with two identical ideal electrodes, E is the voltage divided by the film thickness. An imperfect electrode or a nonpolar layer in series makes the two differ.

P0 is half of the polarization change along the path. This is a condition on the path as well as on its end points. In hafnia, oxygen ions can travel between equivalent positions by different routes, and the polarization changes along these routes can differ in size and sign. Here the barrier and the value 0.5 C/m² are taken to belong to the same route.

Finally, the strain conditions during switching are those under which the barrier was defined. A barrier found at fixed cell shape, for example, describes a crystal clamped to that shape.

**First estimate by scaling**

A field acts on a polarization through an energy per volume, so the barrier must first be expressed in the same way. Since 1 meV is 10⁻³ times the elementary charge in joules,

w = 80 meV = 1.28174 × 10⁻²⁰ J,

V = 34 Å³ = 3.4 × 10⁻²⁹ m³.

The barrier density is therefore

D = w/V = 3.770 × 10⁸ J/m³.

The number of formula units in the chosen cell drops out if it is used consistently. For a cell with four formula units, both the barrier and the volume are four times larger, and D is unchanged. Dividing the barrier of the four-unit cell by the volume of one unit would instead give a field four times too large, 46.4 MV/cm in the final result.

The field contributes −EP to the energy density. At P = −P0 this contribution is +EP0, and at P = 0 it vanishes. If the positions of the well and of the barrier top are held fixed, the field thus reduces their energy difference from D to D − EP0. Setting this to zero gives the estimate

E_est = D/P0.

The units agree, because J/C is V, so that (J/m³)/(C/m²) = V/m. The numbers give

E_est = (3.770 × 10⁸ J/m³)/(0.5 C/m²) = 7.54 MV/cm.

The estimate has the right dependence on the data: a field proportional to w and inversely proportional to V and P0. Its numerical factor is uncertain, because the well and the barrier top both move when a field is applied.

**Exact solution for the quartic**

*The energy function.* Symmetry under P → −P leaves, up to a constant, the energy density

u(P) = A P² + B P⁴.

Two conditions fix A and B. The first is that P0 is a stationary point:

u'(P0) = 2A P0 + 4B P0³ = 0, hence A = −2B P0².

The second is the barrier height. Since u(0) = 0,

D = u(0) − u(P0) = −A P0² − B P0⁴ = 2B P0⁴ − B P0⁴ = B P0⁴.

It follows that

B = D/P0⁴, A = −2D/P0².

For the given data, A = −3.016 × 10⁹ J m/C² and B = 6.032 × 10⁹ J m⁵/C⁴. With the reduced polarization p = P/P0, the energy density becomes

u = D(p⁴ − 2p²) = D(p² − 1)² − D.

*The condition for equilibrium.* At fixed field, the function to be minimized is

G(P) = u(P) − E P.

Its stationary points satisfy G' = 0, or

E = u'(P) = 2A P + 4B P³ = (4D/P0)(p³ − p).

In the last step, 2A P = −4D p/P0 and 4B P³ = 4D p³/P0 were used.

*The disappearance of the well.* Consider the right-hand side for negative p. It is zero at p = −1, positive between −1 and 0, and zero again at p = 0. Its maximum follows from

d(p³ − p)/dp = 3p² − 1 = 0, hence p = −1/√3.

There,

p³ − p = −1/(3√3) + 1/√3 = 2/(3√3).

For a positive field below the maximum of u', two stationary points exist at negative p. The one with p < −1/√3 has u'' > 0 and is the metastable well. The one with p > −1/√3 has u'' < 0 and is the barrier top. As the field rises they approach each other, and they merge at

E_c = (4D/P0) · 2/(3√3) = 8D/(3√3 P0).

Above this field, E − u'(P) is positive for every P ≤ 0. The driving force then pushes the polarization through zero without an obstacle, and the crystal ends in the positive well. The merging of the two points is thus the loss of stability asked for.

The numerical factor is 8/(3√3) = 1.5396, so that

E_c = 1.5396 × 7.540 MV/cm = 11.6 MV/cm = 1.16 × 10⁹ V/m.

Across a film of 10 nm this corresponds to 11.6 V. This is a limit of the model and not an operating voltage: hafnia films usually suffer dielectric breakdown at fields of several MV/cm, before this value is reached. The input data carry at most two significant digits, and P0 only one. Since E_c is proportional to 1/P0, a P0 between 0.45 and 0.55 C/m² alone gives a field between 12.9 and 10.6 MV/cm. The physical statement is therefore a field of roughly 11 to 13 MV/cm. The further digits are kept for comparisons within the model.

*The states before and after the jump.* At E = E_c the equilibrium condition factorizes:

p³ − p − 2/(3√3) = (p + 1/√3)² (p − 2/√3).

Multiplying out confirms this: the p² terms cancel, the coefficient of p is 1/3 − 4/3 = −1, and the constant is −2/(3√3). The double root is the vanishing well, at P = −0.289 C/m². The single root is the state reached after the jump while the field is held, at P = 0.577 C/m². When the field is removed, the polarization relaxes to +0.5 C/m².

The same limit appears if the polarization follows the overdamped equation

γ dP/dt = E − u'(P), with γ > 0,

starting from −P0. At 0.99 E_c it comes to rest at −0.312 C/m², still in the negative well. At 1.01 E_c it reaches 0.578 C/m². The damping γ sets the time scale but does not enter the static limit. This holds for overdamped motion. If inertia matters and the field is switched on suddenly, the polarization can overshoot the barrier top at a field below E_c. Without any damping this begins when G at the starting point p = −1 equals G at the barrier top. The two conditions (p² − 1)² = (E P0/D)(p + 1) and 4(p³ − p) = E P0/D give p = −1/3 and E = 32D/(27P0), which is 0.77 E_c or 8.9 MV/cm.

*The electronic background.* The crystal also has a polarization P_b that follows the field linearly and takes no part in switching. If its susceptibility χ_b does not depend on P, it adds

P_b²/(2ε0 χ_b) − E P_b

to G. Minimization gives P_b = ε0 χ_b E, and the added energy becomes −ε0 χ_b E²/2. This does not depend on P, so it leaves E_c unchanged. If χ_b varies along the path, the added term does depend on P and the limit shifts.

**Comparison of the estimate with the exact result**

*Why the estimate is too low.* The exact field exceeds the estimate by a factor of 1.54. The reason can be read from the slope of u. The barrier is the integral of the slope over the flank:

D = ∫ u'(P) dP, from −P0 to 0.

Hence D/P0 is the mean slope of the flank. A field removes every stationary point on the flank only when it exceeds the largest slope. Since a maximum cannot be smaller than the mean,

E_c ≥ D/P0

for any smooth symmetric double well with a single barrier at P = 0 and a single maximum of the slope between −P0 and 0. With several maxima, the original state could lose its stability at a lower one and jump to another point of the same flank. Equality would require a constant slope, which is impossible for a smooth well because the slope vanishes at both ends of the flank. The scaling estimate is therefore a strict lower bound within this class of wells, and the factor 1.54 belongs to the quartic.

Two other shapes with the same D and P0 show how much the factor can change. The first is the sextic

u = D(1 − p²)²(1 + p²) − D = D(−p² − p⁴ + p⁶).

With q = −p, its slope on the negative flank is

u' = (D/P0)(2q + 4q³ − 6q⁵).

The maximum satisfies 2 + 12q² − 30q⁴ = 0, so that q² = (3 + 2√6)/15. The factor is then 1.772 and the coercive field is 13.4 MV/cm.

The second shape has a nearly straight flank, with a slope proportional to 1 − (2q − 1)⁸ for 0 ≤ q ≤ 1. Continued symmetrically to positive P, its slope and curvature are continuous, but its third derivative jumps at P = 0. The argument above needs only a continuous slope, so it still applies. The mean of this function is 1 − 1/9 = 8/9 and its maximum is 1, which gives a factor of 9/8 = 1.125 and a field of 8.48 MV/cm. A barrier height and a polarization alone thus do not determine the coercive field. The shape of the path is a third piece of information, supplied here by the word "quartic".

*A check on the shape.* The curvature at the minimum gives a quantity that can be compared with an independent calculation of the dielectric response. For the quartic,

u''(P0) = 2A + 12B P0² = −4D/P0² + 12D/P0² = 8D/P0².

A small field changes the polarization by dP = dE/u''(P0), so the susceptibility of the switching mode is

χ = 1/(ε0 u''(P0)) = P0²/(8ε0 D) = 9.36.

For the sextic, the second derivative of −p² − p⁴ + p⁶ at p = 1 is −2 − 12 + 30 = 16. Its well is twice as stiff and its susceptibility is half as large. A calculated response along the polar axis can therefore reveal that a quartic is unsuitable, provided that the contributions of the electrons and of other lattice modes are separated first. Agreement at the minimum alone would not prove that the whole flank is quartic.

*The low-field limit.* The estimate assumed that the barrier falls linearly with field. The next term shows where this assumption starts to fail. Near a stationary point Ps of u, write P = Ps + s. To second order,

G = u(Ps) − E Ps + u''(Ps)s²/2 − E s.

The stationary value is at s = E/u''(Ps), where

G = u(Ps) − E Ps − E²/(2u''(Ps)).

At the well, Ps = −P0 and u'' = 8D/P0², so

G_well = −D + E P0 − E²P0²/(16D).

At the barrier top, Ps = 0 and u'' = 2A = −4D/P0², so

G_top = +E²P0²/(8D).

The remaining barrier density is their difference:

G_top − G_well = D − E P0 + 3E²P0²/(16D) + higher orders.

The linear term is the one used in the estimate. The quadratic term is positive: the shifts of the two points restore part of the barrier.

At 1 MV/cm, the ratio E P0/D is 1/7.540 = 0.1326. The remaining barrier per formula unit is then

80 meV × (1 − 0.1326 + 0.1875 × 0.1326²) = 69.7 meV,

which agrees with the value from the full quartic at the digits shown. At this field the linear estimate is still good, with 69.4 meV. It fails as a prediction of E_c because it is extended to fields where the shifts are no longer small.

*The limit close to E_c.* Here the well and the barrier top lie close together, and a different expansion applies. Let h = E P0/D, with the limiting value h_c = 8/(3√3), and set p = −1/√3 + x. The reduced slope of u is

4(p³ − p) = h_c − 4√3 x² + 4x³.

The linear term is absent because the slope has its maximum at x = 0. With δ = h_c − h, and with the cubic term dropped for small δ, the derivative of G/D with respect to p is

4(p³ − p) − h = δ − 4√3 x².

It vanishes at x = ±a, where a² = δ/(4√3). The well is at −a and the top at +a. The remaining barrier in units of D is the integral between them:

∫ (δ − 4√3 x²) dx = 2δa − (8√3/3)a³ = 2δa − (2/3)δa = (4/3)δa.

The middle step uses 4√3 a² = δ. Now put δ = h_c(1 − E/E_c). The prefactor becomes

(4/3)√(h_c³/(4√3)) = (4/3)√(128/243) = 32√6/81 = 0.968.

The remaining barrier per formula unit is therefore, to leading order,

w_left = 0.968 w (1 − E/E_c)^(3/2).

At 0.1 and 0.5 percent below E_c, this law agrees with the barrier of the full quartic to within 1 percent of the law's value.

**What the number means for a film**

Coercive fields of hafnia films are often about 1 to 2 MV/cm, far below 11.6 MV/cm. One might suspect that heat closes the gap, since 80 meV is only about three times the thermal energy of 25.9 meV at 300 K. This comparison is misleading for uniform switching. The 80 meV belongs to one formula unit, while all the units that move together must cross the barrier together.

Take a coherent cube with an edge of 10 nm. It contains

N = (10⁻²⁴ m³)/(3.4 × 10⁻²⁹ m³) = 29412

formula units. Its barrier at zero field is N × 80 meV = 2353 eV. At 1 MV/cm it is still 2049 eV, or about 8 × 10⁴ times the thermal energy. Thermally activated uniform reversal of this cube is negligible at such a field.

Near E_c the situation changes, because the remaining barrier tends to zero. As an illustrative scale, require the total barrier of the cube to be 1 eV, about 39 times the thermal energy at 300 K. The law above gives

1 − E/E_c = [1/(0.968 × 2353)]^(2/3) = 0.0058.

The full quartic gives the same reduction of 0.58 percent, corresponding to a field of 11.54 MV/cm. The choice of 1 eV is not critical: a tenfold larger target would multiply the reduction by 10^(2/3) = 4.6 and still leave it below 3 percent. For a uniformly switching region of this size, thermal activation over the given barrier therefore lowers the coercive field only slightly. A change of the energy curve itself with temperature is not included here.

The low measured fields must then come from something outside the uniform model with these data. A small reversed region can form and grow by motion of its walls, so that only a small part of the crystal crosses a barrier at one time. The cost of such a region includes the energy of its walls and its electrostatic energy, neither of which is contained in w. Another route of the oxygen ions may have a lower barrier or a larger polarization change. Defects and grain boundaries may change both locally. The present calculation does not decide between these possibilities.

The result also rests on the path itself. A strong field may displace ions away from the path found at zero field, and an instability with a spatial variation may occur before the uniform one. The value of 11.6 MV/cm is therefore the stability limit of one uniform quartic path, and not a prediction of the coercive field of a film. It is useful for comparing paths on an equal footing: at equal volume and for the same quartic shape, the path with the smaller ratio w/P0 has the lower intrinsic field, even if its barrier is the higher one.

The numerical output below lists the main values used here.

Values computed for the example and the checks

```
barrier w = 80.0 meV per f.u.
volume V = 34.0 cubic angstrom per f.u.
polarization P0 = 0.500 C/m^2
barrier w = 1.28174e-20 J per f.u.
barrier density D = 3.76983e+08 J/m^3
coefficient A = -3.01586e+09 J m/C^2
coefficient B = 6.03172e+09 J m^5/C^4
mean-slope field D/P0 = 7.540 MV/cm
quartic factor 8/(3 sqrt 3) = 1.53960
E_c from formula = 11.608 MV/cm
E_c from root count = 11.608 MV/cm
E_c from formula = 1.1608e+09 V/m
voltage across 10 nm at E_c = 11.61 V
P where the well vanishes = -0.2887 C/m^2
P after switching, field held at E_c = 0.5774 C/m^2
relaxed P at 0.99 E_c = -0.3119 C/m^2
relaxed P at 1.01 E_c = 0.5780 C/m^2
switching-mode susceptibility = 9.36 (dimensionless)
slope factor, quartic = 1.540
slope factor, sextic (1-p^2)^2 (1+p^2) = 1.772
slope factor, nearly straight flank = 1.125
field, sextic = 13.36 MV/cm
field, nearly straight flank = 8.48 MV/cm
3/2-law prefactor = 0.9677
cube edge = 10.0 nm
formula units in cube = 29412
cube barrier at zero field = 2353 eV
chosen low field = 1.0 MV/cm
barrier left at low field = 69.7 meV per f.u.
cube barrier at low field = 2049 eV
target cube barrier = 1.0 eV
thermal energy at 300 K = 25.85 meV
field for target barrier = 11.541 MV/cm
its reduction below E_c = 0.58 percent
field from mixed cell and f.u. data = 46.4 MV/cm
```
